**Kinetic-energy estimators for ring-polymer path integrals**

For a ring of P beads x_j with centroid x_c at inverse temperature β, the program compares the thermodynamic estimator K_T, the virial estimator K_V and the centroid-virial estimator K_C. It asserts that all three means agree in a bound quartic well and match a mass derivative of ln Z_P, where Z_P is the P-bead partition function. In a periodic potential of period L it asserts that K_T and K_C agree at each sampled fixed centroid, and that K_V is too low by Lρ_c(a)/(2β), where ρ_c(a) is the centroid density at the cell edge a. Further assertions cover a free pair, for which K_V misses kT/2, a variance identity, and the noise in a wide container. In the worked example, K_C gives 0.011429 ± 0.000005 eV against an operator trace of 0.011430 eV at P = 16. K_V gives 0.0088 eV or −0.0110 eV, depending on where the cell is cut. At P = 64 the variance of K_T is about 2400 times that of K_C.

## Verification by program

```python
"""Kinetic-energy estimators for a ring polymer of P beads x_j (one dimension).

Weight: exp(-s - beta*mean_j V(x_j)), s = P/(2 beta h) sum_j (x_j - x_{j+1})^2,
with h = hbar^2/m, beta = 1/kT and centroid xc = mean_j x_j.
  thermodynamic    K_T = P/(2 beta) - s/beta
  virial           K_V = mean_j x_j V'(x_j) / 2
  centroid virial  K_C = 1/(2 beta) + mean_j (x_j - xc) V'(x_j) / 2
Claims under test: <K_T> = <K_C> always, even at fixed centroid;
<K_V> agrees only if the surface term of the centroid integral vanishes.
On a periodic cell [a, a+L] the defect is <K_C> - <K_V> = L rho_c(a)/(2 beta),
where rho_c is the normalized centroid density.
Energies are in eV and lengths in angstrom.
"""
import numpy as np
from scipy import constants as const
from scipy.linalg import expm

EV = const.e
HARTREE_EV = const.physical_constants["Hartree energy in eV"][0]
h_mass = const.hbar**2 / const.m_p / EV / 1e-20   # hbar^2/m, eV angstrom^2
kT = 0.02
beta = 1.0 / kT
V0 = 0.05
L = 1.5


def cosine(x):
    """Periodic potential with its first and second derivatives."""
    k = 2 * np.pi / L
    c, s = np.cos(k * x), np.sin(k * x)
    return V0 / 2 * (1 - c), V0 / 2 * k * s, V0 / 2 * k**2 * c


def quartic(x, strength=1.0):
    return strength * x**4, 4 * strength * x**3, 12 * strength * x**2


def container(half_width, wall=0.2):
    """Flat region closed by two soft exponential walls."""
    def field(x):
        right = np.exp((x - half_width) / wall)
        left = np.exp(-(x + half_width) / wall)
        return (kT * (right + left), kT / wall * (right - left),
                kT / wall**2 * (right + left))
    return field


def ring_modes(P, h=h_mass):
    """Standard deviations and vectors of the free internal ring modes."""
    eye = np.eye(P)
    lap = 2 * eye - np.roll(eye, 1, axis=0) - np.roll(eye, -1, axis=0)
    lam, vec = np.linalg.eigh(lap)
    return np.sqrt(beta * h / (P * lam[1:])), vec[:, 1:]


def hermite_paths(P, n, h=h_mass):
    """Gauss-Hermite product rule over all internal modes."""
    t, w = np.polynomial.hermite_e.hermegauss(n)
    w = w / w.sum()
    mesh = np.meshgrid(*([t] * (P - 1)), indexing="ij")
    wmesh = np.meshgrid(*([w] * (P - 1)), indexing="ij")
    sigma, vec = ring_modes(P, h)
    modes = np.stack([m.ravel() for m in mesh], axis=1)
    weights = np.prod([m.ravel() for m in wmesh], axis=0)
    return (modes * sigma) @ vec.T, weights


def random_paths(P, n, rng):
    sigma, vec = ring_modes(P)
    return (rng.standard_normal((n, P - 1)) * sigma) @ vec.T


def spring_action(x, h=h_mass):
    P = x.shape[-1]
    return P / (2 * beta * h) * np.sum((x - np.roll(x, 1, axis=-1))**2, axis=-1)


def estimators(x, field):
    """All estimators from bead positions; the last axis counts beads."""
    P = x.shape[-1]
    v, dv, d2v = field(x)
    y = x - x.mean(axis=-1, keepdims=True)
    u = beta * np.mean(y * dv, axis=-1)
    return {"w": np.exp(-beta * v.mean(axis=-1)),
            "T": P / (2 * beta) - spring_action(x) / beta,
            "V": 0.5 * np.mean(x * dv, axis=-1),
            "C": 1 / (2 * beta) + 0.5 * np.mean(y * dv, axis=-1),
            "u": u,
            "Du": u + beta * np.mean(y**2 * d2v, axis=-1)}


def mean(w, q):
    return np.sum(w * q) / np.sum(w)


def variance(w, q):
    return mean(w, (q - mean(w, q))**2)


def error(w, q):
    """Standard error of a weighted mean of independent samples."""
    return np.sqrt(np.sum((w * (q - mean(w, q)))**2)) / np.sum(w)


def quadrature(field, centroids, cweights, P=3, n=32):
    paths, pweights = hermite_paths(P, n)
    e = estimators(centroids[:, None, None] + paths[None], field)
    e["w"] = e["w"] * pweights[None, :] * cweights[:, None]
    return e


def bloch_kinetic(P=None, nk=12, nmax=15):
    """Kinetic energy as an operator trace; P=None means no Trotter error."""
    n = np.arange(-nmax, nmax + 1)
    size = len(n)
    vmat = V0 / 2 * np.eye(size)
    vmat -= V0 / 4 * (np.eye(size, k=1) + np.eye(size, k=-1))
    top = bottom = 0.0
    for j in range(nk):
        T = h_mass / 2 * (2 * np.pi / L * (n + (j + 0.5) / nk))**2
        if P is None:
            rho = expm(-beta * (np.diag(T) + vmat))
        else:
            half = np.exp(-beta * T / (2 * P))
            step = half[:, None] * expm(-beta * vmat / P) * half[None, :]
            rho = np.linalg.matrix_power(step, P)
        top += np.sum(T * np.diag(rho))
        bottom += np.trace(rho)
    return top / bottom


def log_partition(h, P=3):
    """ln Z_P of the quartic well from a transfer matrix on a grid."""
    x = np.linspace(-1.5, 1.5, 301)
    a = P / (2 * beta * h)
    m = np.sqrt(a / np.pi) * np.exp(-a * (x[:, None] - x[None, :])**2)
    m = m * np.exp(-beta * quartic(x)[0] / P)[None, :] * (x[1] - x[0])
    return np.log(np.trace(np.linalg.matrix_power(m, P)))


print("INPUT")
print(f"hbar^2/m, proton mass: {h_mass:.6f} eV angstrom^2")
print(f"kT: {kT:.3f} eV; classical kT/2: {kT/2:.4f} eV")
print(f"V0: {V0:.3f} eV; period L: {L:.2f} angstrom")

# Bound quartic well: three equal means, and the mass derivative of ln Z
grid = np.linspace(-1.5, 1.5, 121)
q = quadrature(quartic, grid, np.ones_like(grid))
bound = {key: mean(q["w"], q[key]) for key in "TVC"}
d = 1e-3
from_mass = -(log_partition(h_mass * np.exp(d))
              - log_partition(h_mass * np.exp(-d))) / (2 * d * beta)
assert abs(bound["T"] - bound["V"]) < 1e-6 * kT
assert abs(bound["T"] - bound["C"]) < 1e-6 * kT
assert abs(bound["T"] - from_mass) < 1e-5 * kT   # finite-difference error
print("BOUND WELL V = x^4 (1 eV/angstrom^4), P = 3")
for key, name in (("T", "thermodynamic"), ("V", "virial"), ("C", "centroid")):
    print(f"mean {name}: {bound[key]:.8f} eV")
print(f"from mass derivative of ln Z: {from_mass:.8f} eV")

# Periodic potential: equality at each centroid, surface term, variances
print("PERIODIC POTENTIAL, P = 3, quadrature")
gl_x, gl_w = np.polynomial.legendre.leggauss(40)
operator3 = bloch_kinetic(3)
print(f"operator trace: {operator3:.8f} eV")
for a, name in ((-L / 2, "edge on barrier"), (0.0, "edge in well")):
    q = quadrature(cosine, a + L * (gl_x + 1) / 2, gl_w * L / 2)
    w = q["w"]
    norm = w.sum(axis=1)
    at_fixed = np.sum(w * (q["T"] - q["C"]), axis=1) / norm
    assert np.max(np.abs(at_fixed)) < 1e-8 * kT
    assert abs(mean(w, q["C"]) - operator3) < 1e-7 * kT
    edge = quadrature(cosine, np.array([a]), np.ones(1))["w"].sum()
    surface = L * edge / w.sum() / (2 * beta)
    defect = mean(w, q["C"]) - mean(w, q["V"])
    assert abs(defect - surface) < 1e-7 * kT
    assert surface > 0.01 * kT
    excess = 1.0 - mean(w, q["u"]) / 2 - mean(w, q["Du"]) / 4
    predicted = variance(w, q["C"]) + excess * kT**2
    assert abs(variance(w, q["T"]) - predicted) < 1e-7 * kT**2
    print(f"{name}: defect {defect:.8f}, surface {surface:.8f} eV")

# Free-floating pair with masses m and 2m, bound only to each other
ya, wa = hermite_paths(3, 12)
yb, wb = hermite_paths(3, 12, h_mass / 2)
sep = np.linspace(-1.8, 1.8, 41)
xb = 3.0 + yb[None, None, :, :]
xa = 3.0 + sep[:, None, None, None] + ya[None, :, None, :]
v, dv, _ = quartic(xa - xb, 0.2)
w = np.exp(-beta * v.mean(axis=-1)) * wa[None, :, None] * wb[None, None, :]
springs = (spring_action(ya)[None, :, None]
           + spring_action(yb, h_mass / 2)[None, None, :])
pair_T = mean(w, 3 / beta - springs / beta)
pair_V = mean(w, 0.5 * np.mean(xa * dv - xb * dv, axis=-1))
pair_C = mean(w, 1 / beta + 0.5 * np.mean(
    (ya[None, :, None, :] - yb[None, None, :, :]) * dv, axis=-1))
assert abs(pair_T - pair_C) < 1e-4 * kT          # 12 nodes per mode
assert abs(pair_T - pair_V - kT / 2) < 1e-4 * kT
print("FREE PAIR, masses m and 2m, V = 0.2 r^4 eV, P = 3")
print(f"thermodynamic {pair_T:.6f}, centroid {pair_C:.6f} eV")
print(f"virial {pair_V:.6f}, missing {pair_T-pair_V:.6f} eV")

# Wide container: correct virial mean, but growing noise
print("CONTAINER, half-width R, P = 3")
var_V, var_C = [], []
for R in (5.0, 10.0, 20.0):
    edge = R + 1.2
    grid = np.linspace(-edge, edge, int(round(2 * edge / 0.05)) + 1)
    q = quadrature(container(R), grid, np.ones_like(grid))
    w = q["w"]
    assert abs(mean(w, q["V"]) - mean(w, q["T"])) < 1e-5 * kT
    assert abs(mean(w, q["C"]) - mean(w, q["T"])) < 1e-5 * kT
    var_V.append(variance(w, q["V"]))
    var_C.append(variance(w, q["C"]))
    print(f"R {R:.0f} angstrom: mean K {mean(w, q['C']):.6f} eV")
    print(f"  spread virial {np.sqrt(var_V[-1]):.5f}, "
          f"centroid {np.sqrt(var_C[-1]):.5f} eV")
growth = (var_V[2] - var_V[1]) / (var_V[1] - var_V[0])
decay = var_C[1] / var_C[2]
assert abs(growth - 2) < 0.1     # linear in R up to terms of order 1/R
assert abs(decay - 2) < 0.15     # inverse in R up to higher orders
print(f"virial variance increment ratio: {growth:.3f}")
print(f"centroid variance ratio, R 10 to 20: {decay:.3f}")

# Worked example: independent weighted paths
rng = np.random.default_rng(20)
P, samples = 16, 200000
reference = bloch_kinetic(P)
limit = bloch_kinetic()
X = rng.uniform(-L / 2, L / 2, samples)
paths = random_paths(P, samples, rng)
e = estimators(X[:, None] + paths, cosine)
w = e["w"]
print(f"WORKED EXAMPLE, periodic potential, P = {P}")
print(f"independent paths: {samples}")
print(f"operator trace, P = {P}: {reference:.6f} eV")
print(f"operator trace, P to infinity: {limit:.6f} eV")
print(f"the same in hartree: {limit/HARTREE_EV:.4e} hartree")
for key, name in (("T", "thermodynamic"), ("C", "centroid virial")):
    value, err = mean(w, e[key]), error(w, e[key])
    assert abs(value - reference) < 5 * err
    print(f"{name}: {value:.6f} +- {err:.6f} eV")
shifted = estimators((np.where(X < 0, X + L, X))[:, None] + paths, cosine)
fresh = random_paths(P, samples, rng)
virial_means = []
for a, name, data in ((-L / 2, "edge on barrier", e),
                      (0.0, "edge in well", shifted)):
    value, err = mean(data["w"], data["V"]), error(data["w"], data["V"])
    w_edge = estimators(a + fresh, cosine)["w"]
    density = w_edge.mean() / w.mean()
    rel = np.hypot(w_edge.std() / w_edge.mean(), w.std() / w.mean())
    surface = density * kT / 2
    surface_err = surface * rel / np.sqrt(samples)
    expected = reference - surface
    assert abs(value - expected) < 5 * np.hypot(err, surface_err)
    virial_means.append(value)
    print(f"virial, {name}: {value:.6f} +- {err:.6f} eV")
    print(f"  L*rho_c(edge) {density:.4f}; expected {expected:.6f} eV")
assert virial_means[1] < 0 < virial_means[0]

# Noise as the number of beads grows
print("SPREAD PER PATH, periodic potential")
spread_T, spread_C = [], []
for P in (8, 16, 32, 64):
    X = rng.uniform(-L / 2, L / 2, 60000)
    e = estimators(X[:, None] + random_paths(P, 60000, rng), cosine)
    w = e["w"]
    vt, vc = variance(w, e["T"]), variance(w, e["C"])
    excess = (P - 1) / 2 - mean(w, e["u"]) / 2 - mean(w, e["Du"]) / 4
    assert abs(vt / (vc + excess * kT**2) - 1) < 0.06   # sampling noise
    spread_T.append(np.sqrt(vt))
    spread_C.append(np.sqrt(vc))
    print(f"P {P}: thermodynamic {spread_T[-1]:.5f}, "
          f"centroid {spread_C[-1]:.5f} eV")
assert spread_T[-1] > 2.5 * spread_T[0]
assert abs(spread_C[-1] / spread_C[0] - 1) < 0.1
print(f"variance ratio at P = 64: {(spread_T[-1]/spread_C[-1])**2:.0f}")

print("finished without a failed check")
```

It prints:

```
INPUT
hbar^2/m, proton mass: 0.004150 eV angstrom^2
kT: 0.020 eV; classical kT/2: 0.0100 eV
V0: 0.050 eV; period L: 1.50 angstrom
BOUND WELL V = x^4 (1 eV/angstrom^4), P = 3
mean thermodynamic: 0.01345612 eV
mean virial: 0.01345612 eV
mean centroid: 0.01345612 eV
from mass derivative of ln Z: 0.01345612 eV
PERIODIC POTENTIAL, P = 3, quadrature
operator trace: 0.01120023 eV
edge on barrier: defect 0.00255351, surface 0.00255351 eV
edge in well: defect 0.02265412, surface 0.02265412 eV
FREE PAIR, masses m and 2m, V = 0.2 r^4 eV, P = 3
thermodynamic 0.022450, centroid 0.022450 eV
virial 0.012450, missing 0.010000 eV
CONTAINER, half-width R, P = 3
R 5 angstrom: mean K 0.010135 eV
  spread virial 0.05096, centroid 0.00088 eV
R 10 angstrom: mean K 0.010066 eV
  spread virial 0.07137, centroid 0.00062 eV
R 20 angstrom: mean K 0.010033 eV
  spread virial 0.10046, centroid 0.00044 eV
virial variance increment ratio: 2.002
centroid variance ratio, R 10 to 20: 2.004
WORKED EXAMPLE, periodic potential, P = 16
independent paths: 200000
operator trace, P = 16: 0.011430 eV
operator trace, P to infinity: 0.011439 eV
the same in hartree: 4.2036e-04 hartree
thermodynamic: 0.011633 +- 0.000145 eV
centroid virial: 0.011429 +- 0.000005 eV
virial, edge on barrier: 0.008809 +- 0.000013 eV
  L*rho_c(edge) 0.2609; expected 0.008821 eV
virial, edge in well: -0.010981 +- 0.000057 eV
  L*rho_c(edge) 2.2381; expected -0.010952 eV
SPREAD PER PATH, periodic potential
P 8: thermodynamic 0.03690, centroid 0.00234 eV
P 16: thermodynamic 0.05445, centroid 0.00229 eV
P 32: thermodynamic 0.07837, centroid 0.00229 eV
P 64: thermodynamic 0.11167, centroid 0.00228 eV
variance ratio at P = 64: 2407
finished without a failed check
```
